\section*{Contact capacitance from the energy at fixed electric displacement, part 1}

(Sections cited here and not found follow in the second part.)

\section{Zero temperature: from the energy to the capacitance}

Q: A contact is operated at a bias. Why should a first-principles calculation hold the electric displacement fixed instead?

A: A biased contact has two chemical potentials, whereas an ordinary ground-state calculation has one. If the number of electrons on each side is prescribed, however, there is again an energy to minimise. The displacement is a way of stating that number.

Take a planar contact with conducting terminals L and R and a non-conducting region between them. Everything is averaged over the interface plane, and $z$ runs from L to R. In this half I use Hartree atomic units, with electron charge $-1$, so that
\begin{equation}
\frac{dE}{dz}=4\pi\rho,\qquad D=E+4\pi p,\qquad \frac{dD}{dz}=4\pi\rho_{\rm free}.
\end{equation}
Here $E$ is the field, $p$ the polarisation, $\rho$ the total charge density and $\rho_{\rm free}$ its free part. Let L carry free charge $+\sigma$ per area and R carry $-\sigma$, and let the field vanish behind both. Integrating the last relation through L gives
\begin{equation}
D=4\pi\sigma
\end{equation}
in the middle region. Fixing $D$ and fixing $\sigma$ are the same act.

Q: In a periodic supercell, why should the field behind the terminals vanish?

A: The pair is neutral, so Gauss's law makes the fields on its two outer sides equal. A dipole sheet placed in the vacuum between periodic images can supply the potential step that brings this common field to zero. The electrons must still be assigned to the two terminals, each with its own occupation.

Q: That assignment worries me. Electron density is continuous. How do you decide which charge is free?

A: By counting electrons in states. A terminal has background charge $B$ per area and $N$ electrons per area in its own states, and its free charge is
\begin{equation}
q=B-N .
\end{equation}
This has a meaning if the states of L and R do not mix appreciably and if both Fermi levels lie in the energy gap of the middle region. If a Fermi level enters a band there, charge flows into the layer and it becomes part of a terminal. If tunnelling is strong, $N$ is not conserved for long enough to define a static capacitor. The charge $q$ need not be an integer per surface cell, because the bands of an extended terminal can be filled by any fraction.

Displacement of charge inside the insulating layer is described by $p$ and does not change $q$. The polarisation of a crystal has several branches, which differ by whole charges moved from one face to the other. One branch must be followed continuously, with the count $q$ that belongs to it.

Q: Then write the energy. Start with the insulator, since a dielectric energy is easily counted twice.

A: Let a uniform layer have thickness $d$. Let $w(p)$ be its energy per volume at polarisation $p$ without the energy of the macroscopic field. The field is $E=D-4\pi p$ and its energy density is $E^2/8\pi$, so
\begin{equation}
u_{\rm lay}(\sigma,p)=d\left[\frac{(4\pi\sigma-4\pi p)^2}{8\pi}+w(p)\right].
\label{layer}
\end{equation}
The material's response is in $w$ and the field is in the first term, so nothing is counted twice. At fixed $\sigma$ the minimum over $p$ obeys
\begin{equation}
0=\frac{1}{d}\frac{\partial u_{\rm lay}}{\partial p}
=\frac{2(D-4\pi p)(-4\pi)}{8\pi}+w'(p)=-E+w'(p).
\end{equation}
Thus $w'(p)=E$. The derivative with respect to charge is
\begin{equation}
\frac{\partial u_{\rm lay}}{\partial\sigma}
=d\,\frac{2(D-4\pi p)(4\pi)}{8\pi}=dE,
\end{equation}
which is the potential drop across the layer, from its L face to its R face.

Q: A classical layer gives a classical voltage. Why should the total energy of Kohn--Sham electrons do the same?

A: Consider L first. Let $n(z)$ be its electron density, $b(z)$ its background charge density and $z_w$ the plane where the layer begins. A wall at $z_w$ stops the electrons, which makes the separation of states complete in this model. With exchange in the local density approximation and no correlation, the energy per area is
\begin{equation}
u_e=T_s[n]+\int^{z_w}\!\frac{E^2}{8\pi}\,dz+E_x[n],\qquad
E(z)=4\pi\int_{-\infty}^{z}(b-n)\,dz'.
\end{equation}
$T_s$ is the kinetic energy of non-interacting electrons of density $n$, and $E_x=-\tfrac34(3/\pi)^{1/3}\int n^{4/3}dz$.

Adding density $\delta n$ at $z'$ lowers the field at all $z>z'$ by $4\pi\,\delta n$. The field energy therefore has the functional derivative
\begin{equation}
v_H(z')=\int_{z'}^{z_w}\frac{2E}{8\pi}(-4\pi)\,dz=-\int_{z'}^{z_w}E\,dz
=-[\phi(z')-\phi(z_w)],
\end{equation}
where $\phi$ is the electrostatic potential. This is the potential energy of an electron, measured from the wall. The exchange term gives $v_x=-(3n/\pi)^{1/3}$.

Q: And the kinetic energy? You are about to change the number of electrons, so a variation at fixed $N$ is not enough.

A: It can be done explicitly. Motion parallel to the plane is free. Each level $\varepsilon_i$ of the motion along $z$ then starts a subband. A circle of radius $k$ holds $2\pi k^2/(2\pi)^2=k^2/2\pi$ states per area, spin included. With kinetic energy $k^2/2$ the density of states is $1/\pi$. Summing over levels below the chemical potential $\mu$ gives
\begin{equation}
N=\sum_i\frac{\mu-\varepsilon_i}{\pi},\qquad
E_b=\sum_i\int_{\varepsilon_i}^{\mu}\frac{\varepsilon\,d\varepsilon}{\pi}
=\sum_i\frac{\mu^2-\varepsilon_i^2}{2\pi}.
\end{equation}
Vary the potential by $\delta v$ and the number by $dN$:
\begin{align}
dE_b-\mu\,dN
&=\sum_i\frac{\mu\,d\mu-\varepsilon_i\,d\varepsilon_i-\mu\,d\mu+\mu\,d\varepsilon_i}{\pi}\notag\\
&=\sum_i\frac{\mu-\varepsilon_i}{\pi}\,d\varepsilon_i=\int n\,\delta v\,dz .
\end{align}
The last equality is first-order perturbation theory: $d\varepsilon_i$ is the average of $\delta v$ in level $i$, and $(\mu-\varepsilon_i)/\pi$ is its occupation. Since $T_s=E_b-\int vn\,dz$,
\begin{equation}
dT_s=\mu\,dN+\int n\,\delta v\,dz-\int n\,\delta v\,dz-\int v\,\delta n\,dz
=\mu\,dN-\int v\,\delta n\,dz .
\end{equation}
At self-consistency $v=v_H+v_x$. The field and exchange energies change by $\int v\,\delta n\,dz$, which cancels the last term. Hence
\begin{equation}
du_e=\mu\,dN=-\mu\,dq .
\label{terminal}
\end{equation}
The change in the shape of the density has dropped out, although the density does respond. For another functional the same argument holds if its potential is its functional derivative.

Q: Each terminal measures $\mu$ from its own wall. You cannot subtract two such numbers and call the result a voltage.

A: The layer supplies the missing difference. Write $\bar\mu_L,\bar\mu_R$ for the values measured from the walls and $\mu_L,\mu_R$ for those on one common electrostatic scale:
\begin{equation}
\mu_L=\bar\mu_L-\phi(w_L),\qquad \mu_R=\bar\mu_R-\phi(w_R),\qquad
\phi(w_L)-\phi(w_R)=dE .
\end{equation}
The charges are $q_L=\sigma$ and $q_R=-\sigma$. Equation \eqref{terminal} therefore contributes $-\bar\mu_L$ from L and $+\bar\mu_R$ from R. For the total energy per area $u$, minimised at fixed $\sigma$,
\begin{equation}
\frac{du}{d\sigma}=-\bar\mu_L+\bar\mu_R+dE=\mu_R-\mu_L\equiv V .
\label{slope}
\end{equation}
A voltmeter compares electrochemical potentials. Since the electron has charge $-1$, $V$ is the potential of L relative to R. It contains the contact potential: two different metals can have $V\ne0$ at $\sigma=0$.

Q: So the second derivative is the inverse capacitance merely because capacitance is $d\sigma/dV$?

A: Yes, once \eqref{slope} has been established:
\begin{equation}
\frac{d^2u}{d\sigma^2}=\frac{dV}{d\sigma}=\frac1C .
\label{curvature}
\end{equation}
This $C$ is the differential capacitance per area. It equals $\sigma/V$ if the response is linear and the contact potential is zero. The minimum must also follow $\sigma$ smoothly. At zero temperature a new subband starts with zero occupation, so $\mu$ is continuous there, but its slope can jump. The curvature is then undefined at that isolated charge.

Q: You said that changes in the internal variables drop out. Why, then, does it matter whether the ions relax?

A: They drop out of the first derivative and not of the second. Let $x$ denote the ionic coordinates, with the electrons already minimised, and let subscripts denote partial derivatives. Along the relaxed path $u_x=0$. Differentiating this condition gives
\begin{equation}
u_{x\sigma}+u_{xx}\frac{dx}{d\sigma}=0,\qquad
\frac{dx}{d\sigma}=-u_{xx}^{-1}u_{x\sigma}.
\end{equation}
Since $V=u_\sigma(\sigma,x)$,
\begin{equation}
\frac1C=u_{\sigma\sigma}+u_{\sigma x}\frac{dx}{d\sigma}
=u_{\sigma\sigma}-u_{\sigma x}u_{xx}^{-1}u_{x\sigma}.
\label{relax}
\end{equation}
The first term is the inverse capacitance with clamped ions. For a stable minimum $u_{xx}$ is positive definite, so relaxation cannot raise $1/C$.

For the layer, take $x=p$. Equation \eqref{layer} gives $u_{\sigma p}=-4\pi d$ and $u_{pp}=d(4\pi+w'')$, hence
\begin{equation}
\frac1{C_{\rm lay}}=4\pi d-\frac{16\pi^2d}{4\pi+w''}
=\frac{4\pi d\,w''}{4\pi+w''} .
\label{clay}
\end{equation}
With $\kappa=1+4\pi/w''$ this is $4\pi d/\kappa$, the usual dielectric result.

Q: For $-4\pi<w''<0$ your layer is stable and its capacitance is negative. Is that acceptable?

A: At fixed displacement, for uniform $p$, it is. Stability against $p$ requires $4\pi+w''>0$. At fixed bias the charge can also move. The quantity to minimise is then
\begin{equation}
\omega(V)=\min_\sigma\,[u(\sigma)-\sigma V],
\end{equation}
because the source does work $V\,d\sigma$. A minimum requires $u''>0$ for the whole contact. The terms explicit in $V$ give $\omega'=-\sigma$, and therefore
\begin{equation}
\omega''=-\frac{d\sigma}{dV}=-C .
\end{equation}
A layer with negative inverse capacitance is compatible with stability at fixed bias if the rest of the contact makes the sum positive. This does not exclude a non-uniform instability.

Q: Show me a case in which the total energy and the voltage are computed separately.

A: Take two jellium slabs $11.8$ bohr wide, with density parameters $r_s=3.0$ bohr on the left and $4.0$ bohr on the right. The layer has $d=8.0$ bohr and $w=\tfrac12ap^2+\tfrac14\beta p^4$, with $a=4.1888$ and $\beta=4.0\times10^6$ in atomic units. The hard walls stand outside the slabs, so the density can spill out. This is a test of the theorem and does not represent particular metals.

At zero charge $V=0.0094$ hartree$/e$, the contact potential of this pair of walled slabs; it is not fixed by the two densities, and runs from $0.001$ to $0.015$ as the gap between slab and wall goes from $3.1$ to $8.1$ bohr. At $\sigma=5.0\times10^{-4}\,e/{\rm bohr}^2$ the chemical potentials give $V=0.069355$ hartree$/e$. The slope of the total energy gives $0.069359$ hartree$/e$.

For the capacitance there are three routes. The curvature of $u$ gives $1/C=123.823$ atomic units. Solving for the charge at prescribed biases and taking its slope gives $123.822$. The curvature of $\omega$ gives $123.822$. The result is $C=1.698\ \mu{\rm F/cm^2}$. These digits belong to a grid of $0.2$ bohr and show the agreement of the routes on that grid. On a grid four times finer, $1/C$ is $123.77$, $C$ is $1.699\ \mu{\rm F/cm^2}$ and $V$ is $0.06929$ hartree$/e$.

Q: How much of that comes from the layer, and how much from the metals?

A: Clamping $p$ while the electrons relax raises $1/C$ to $192.70$. The relaxation term evaluated from \eqref{relax} is $68.88$, and $192.70-68.88=123.82$, as required. For the layer alone,
\begin{equation}
4\pi d-68.88=100.53-68.88=31.65 .
\end{equation}
The remaining $123.82-31.65=92.17$, or 74\% of the total, belongs to the terminals as defined here, but it should not be credited to the metals. Each terminal includes an empty margin of $4.1$ bohr between the slab edge and the wall. The two margins alone would give $4\pi\times8.2=103.0$, which is $10.9$ more than the whole share. This difference is not a property of the metals either, because the walls also affect how the electrons respond. The large share therefore belongs to this model, with its gaps and walls, and it changes if the walls are moved: with margins of $3.1$, $6.1$ and $8.1$ bohr on both sides of each slab, the difference is about $0.2$, $26$ and $34$ instead of $10.9$, and the share is 71\%, 80\% and 84\%. With such a gap present, the layer's dielectric constant alone would give a poor estimate of $C$.

\section{Finite temperature and a depleted semiconductor}

The first half established the following. A contact with free charges $\pm\sigma$ on terminals L and R has relaxed energy per area $u(\sigma)$. Its slope is the bias $V$ of L relative to R, and its curvature is $1/C$. The free charge of a terminal is its background charge minus its electronic charge. From here on I use SI relations, in which $D=\sigma$ replaces $D=4\pi\sigma$. The elementary charge $e$ is positive, $T$ is the temperature and $k$ is Boltzmann's constant.

Q: All that was at zero temperature. A real contact works near 300 K. Does the curvature of the internal energy still give its capacitance?

A: Not if temperature is held fixed. Let $U$ and $S$ be internal energy and entropy per area, and $F=U-TS$. Reversible charging does work $V\,d\sigma$, so
\begin{equation}
dU=T\,dS+V\,d\sigma,\qquad dF=-S\,dT+V\,d\sigma .
\end{equation}
It follows that
\begin{equation}
\left(\frac{\partial^2F}{\partial\sigma^2}\right)_T=\frac1{C_T},\qquad
\left(\frac{\partial^2U}{\partial\sigma^2}\right)_T=\frac1{C_T}
+T\left(\frac{\partial^2S}{\partial\sigma^2}\right)_T .
\label{thermo}
\end{equation}
The isothermal capacitance $C_T$ comes from the Helmholtz free energy. The internal energy gives the adiabatic capacitance if it is differentiated at fixed entropy. At $T=0$ the distinction disappears.

At zero temperature the slope of the relaxed energy with respect to free charge is the bias and its curvature is the inverse capacitance; at fixed temperature the Helmholtz free energy takes the place of the energy. It remains to find how large the entropy term is in a real case, a metal contact to a depleted semiconductor.
